# Adjoint gradient of a scatterometry misfit for many layer permittivities: verification in Python

```python
# RESULT UNDER TEST
# A TE-illuminated grating has slices j with complex permittivity eps_j.
# Discretised Helmholtz problem: A(eps) u = b, dA/d(eps_j) = -k0^2 M_j.
# Misfit J = 1/2 sum_n ((R_n - D_n)/sigma)^2 over propagating reflected orders.
# With A^T lam = q (q = derivative of J with respect to the surface field),
#     g_j = k0^2 lam^T M_j u,   dJ = Re sum_j g_j d(eps_j),
# so one factorisation, one forward and one transposed solve give every g_j.
# R_n: diffraction efficiency, D_n: datum, sigma: its uncertainty,
# k0: vacuum wavenumber, u: forward field, lam: adjoint field.
# Time factor exp(-i w t); Im eps > 0 absorbs; lengths in nm.
import time
import numpy as np
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu

PERIOD, WAVELENGTH, ANGLE = 1000.0, 532.0, 20.0
EPS_SUBSTRATE = 17.2 + 0.4j      # rough value for silicon in the green
SIGMA = 1.0e-3
NMAX = 12                        # Fourier orders -NMAX..NMAX
N_RESIST, N_UNDER, THICK = 20, 8, 10.0
count = {"factorisations": 0, "solves": 0}


def harmonics(angle, wavelength, nmax):
    k0 = 2 * np.pi / wavelength
    orders = np.arange(-nmax, nmax + 1)
    alpha = k0 * np.sin(np.radians(angle)) + 2 * np.pi * orders / PERIOD
    beta = np.sqrt(k0**2 - alpha**2 + 0j)
    gamma = np.sqrt(k0**2 * EPS_SUBSTRATE - alpha**2)
    return k0, alpha, beta, gamma


def indicator(center, width, nmax):
    """Fourier matrix of the function that is 1 inside the line, 0 outside."""
    n = np.arange(-nmax, nmax + 1)
    q = n[:, None] - n[None, :]
    fill = width / PERIOD
    return fill * np.sinc(q * fill) * np.exp(-2j * np.pi * q * center / PERIOD)


def element_matrices(h):
    mass = h / 30 * np.array([[4, 2, -1], [2, 16, 2], [-1, 2, 4]])
    stiff = np.array([[7, -8, 1], [-8, 16, -8], [1, -8, 7]]) / (3 * h)
    return mass, stiff


def forward(eps, stack, angle, wavelength=WAVELENGTH, nmax=NMAX, incident=None):
    """Finite elements in z, Fourier orders in x; returns LU, field, r, waves."""
    k0, alpha, beta, gamma = waves = harmonics(angle, wavelength, nmax)
    size = 2 * nmax + 1
    nodes = 2 * len(stack) + 1
    eye = np.eye(size)
    local = np.arange(3 * size)
    row0, col0 = np.repeat(local, 3 * size), np.tile(local, 3 * size)
    rows, cols, vals = [], [], []
    for j, (h, center, width) in enumerate(stack):
        mass, stiff = element_matrices(h)
        perm = eye + (eps[j] - 1) * indicator(center, width, nmax)
        block = np.kron(stiff, eye) + np.kron(mass, np.diag(alpha**2) - k0**2 * perm)
        rows.append(row0 + 2 * j * size)
        cols.append(col0 + 2 * j * size)
        vals.append(block.ravel())
    top = np.arange(size)
    bottom = top + (nodes - 1) * size
    rows += [top, bottom]
    cols += [top, bottom]
    vals += [-1j * beta, -1j * gamma]
    matrix = coo_matrix((np.concatenate(vals),
                         (np.concatenate(rows), np.concatenate(cols))),
                        shape=(nodes * size, nodes * size)).tocsc()
    lu = splu(matrix, permc_spec="NATURAL")
    if incident is None:
        incident = np.zeros(size, complex)
        incident[nmax] = 1
    rhs = np.zeros((nodes, size), complex)
    rhs[0] = -2j * beta * incident
    field = lu.solve(rhs.ravel()).reshape(nodes, size)
    count["factorisations"] += 1
    count["solves"] += 1
    return lu, field, field[0] - incident, waves


def efficiencies(r, beta):
    prop = beta.real > 0
    return beta[prop].real / beta[len(beta) // 2].real * np.abs(r[prop])**2


def half_chi2(eff, data):
    return 0.5 * np.sum(((eff - data) / SIGMA)**2)


def misfit(eps, stack, angle, data):
    _, _, r, waves = forward(eps, stack, angle)
    return half_chi2(efficiencies(r, waves[2]), data)


def adjoint_gradient(eps, stack, angle, data, nmax=NMAX):
    lu, u, r, waves = forward(eps, stack, angle, nmax=nmax)
    k0, _, beta, _ = waves
    prop = beta.real > 0
    eff = efficiencies(r, beta)
    weight = np.zeros(len(beta))
    weight[prop] = (eff - data) / SIGMA**2
    source = np.zeros_like(u)
    source[0] = 2 * weight * beta / beta[nmax] * r.conj()
    lam = lu.solve(source.ravel(), "T").reshape(u.shape)
    count["solves"] += 1
    grad = np.empty(len(stack), complex)
    for j, (h, center, width) in enumerate(stack):
        part = slice(2 * j, 2 * j + 3)
        chi = indicator(center, width, nmax)
        grad[j] = k0**2 * np.sum(element_matrices(h)[0] * (lam[part] @ chi @ u[part].T))
    return half_chi2(eff, data), grad, dict(u=u, lam=lam, r=r, weight=weight,
                                            waves=waves, eff=eff)


def modal(eps, stack, angle, wavelength=WAVELENGTH, nmax=NMAX):
    """Independent solver: exact in z, admittance carried up from the substrate."""
    k0, alpha, beta, gamma = harmonics(angle, wavelength, nmax)
    eye = np.eye(len(alpha))
    admittance = np.diag(1j * gamma)
    for j in range(len(stack) - 1, -1, -1):
        h, center, width = stack[j]
        perm = eye + (eps[j] - 1) * indicator(center, width, nmax)
        val, vec = np.linalg.eig(np.diag(alpha**2) - k0**2 * perm)
        b = np.sqrt(val + 0j)
        inv = np.linalg.inv(vec)
        same = (vec * (b / np.tanh(b * h))) @ inv
        cross = (vec * (b / np.sinh(b * h))) @ inv
        admittance = -same + cross @ np.linalg.solve(same - admittance, cross)
    incident = eye[nmax]
    surface = np.linalg.solve(admittance + 1j * np.diag(beta), 2j * beta * incident)
    r = surface - incident
    return efficiencies(r, beta), r


# ---------------- geometry, starting guess and synthetic truth ----------------
n_slices = N_RESIST + N_UNDER
depth = (np.arange(N_RESIST) + 0.5) / N_RESIST
stack = np.zeros((n_slices, 3))
stack[:, 0] = THICK
stack[:N_RESIST, 1] = -10 + 20 * depth          # leaning line: centre moves
stack[:N_RESIST, 2] = 480 + 40 * depth          # sloped walls: width grows
stack[N_RESIST:, 2] = PERIOD
guess = np.r_[np.full(N_RESIST, 2.45 + 0j), np.full(N_UNDER, 2.90 + 0.05j)]
truth = np.r_[2.40 + 0.20 * depth + 0j, np.full(N_UNDER, 3.10 + 0.10j)]
data = modal(truth, stack, ANGLE, nmax=24)[0]

# ---------------- forward solver against the Airy film formula ----------------
film = stack.copy()
film[:, 1], film[:, 2] = 0, PERIOD
eps_film = np.full(n_slices, 2.90 + 0.05j)
k0, alpha, beta, gamma = harmonics(ANGLE, WAVELENGTH, NMAX)
kz = [beta[NMAX], np.sqrt(k0**2 * eps_film[0] - alpha[NMAX]**2), gamma[NMAX]]
r01, r12 = (kz[0] - kz[1]) / (kz[0] + kz[1]), (kz[1] - kz[2]) / (kz[1] + kz[2])
trip = np.exp(2j * kz[1] * film[:, 0].sum())
airy = (r01 + r12 * trip) / (1 + r01 * r12 * trip)
r_film = forward(eps_film, film, ANGLE)[2]
airy_error = abs(r_film[NMAX] - airy)
assert airy_error < 3e-5                         # quadratic-element phase error
assert abs(modal(eps_film, film, ANGLE)[1][NMAX] - airy) < 1e-9

# ---------------- the gradient: one factorisation, two solves ----------------
count.update(factorisations=0, solves=0)
clock = time.perf_counter()
J0, grad, state = adjoint_gradient(guess, stack, ANGLE, data)
time_adjoint = time.perf_counter() - clock
cost_adjoint = dict(count)
assert cost_adjoint == {"factorisations": 1, "solves": 2}
scale = np.abs(grad).max()
modal_error = np.abs(state["eff"] - modal(guess, stack, ANGLE)[0]).max()
assert modal_error < 2e-5
J_truth = misfit(truth, stack, ANGLE, data)
assert J_truth < 0.05 * J0

# ---------------- every derivative by central differences ----------------
count.update(factorisations=0, solves=0)
clock = time.perf_counter()
step = 2e-4
fd = np.zeros((n_slices, 2))
for j in range(n_slices):
    for part, unit in enumerate((1, 1j)):
        shift = np.zeros(n_slices, complex)
        shift[j] = step * unit
        fd[j, part] = (misfit(guess + shift, stack, ANGLE, data)
                       - misfit(guess - shift, stack, ANGLE, data)) / (2 * step)
time_fd = time.perf_counter() - clock
cost_fd = dict(count)
adj = np.c_[grad.real, -grad.imag]
fd_error = np.abs(adj - fd).max() / np.abs(adj).max()
assert fd_error < 1e-6

# ---------------- differences of the independent modal solver ----------------
modal_fd_error = 0.0
for j in (0, 5, 10, 15, 20, 27):
    shift = np.zeros(n_slices, complex)
    shift[j] = 1e-3
    plus = half_chi2(modal(guess + shift, stack, ANGLE)[0], data)
    minus = half_chi2(modal(guess - shift, stack, ANGLE)[0], data)
    modal_fd_error = max(modal_fd_error, abs((plus - minus) / 2e-3 - grad[j].real) / scale)
assert modal_fd_error < 2e-3                     # finite-element error in z

# ---------------- step sweep, all real parts raised together ----------------
slope = grad.real.sum()
steps = 10.0 ** -np.arange(1, 9)
sweep = np.array([abs((misfit(guess + h, stack, ANGLE, data)
                       - misfit(guess - h, stack, ANGLE, data)) / (2 * h) - slope)
                  / abs(slope) for h in steps])
assert 80 < sweep[1] / sweep[2] < 125            # second-order truncation error
assert sweep.min() < 1e-6 and 0 < sweep.argmin() < len(steps) - 1

# ---------------- real-space overlap of forward and adjoint fields ----------------
tz, wz = np.polynomial.legendre.leggauss(3)
tx, wx = np.polynomial.legendre.leggauss(60)
s = (tz + 1) / 2
shape = np.c_[(1 - s) * (1 - 2 * s), 4 * s * (1 - s), s * (2 * s - 1)]
overlap_error = 0.0
for j in (0, 7, 19):
    h, center, width = stack[j]
    phase = np.exp(1j * np.outer(alpha, center + width / 2 * tx))
    E = shape @ state["u"][2 * j:2 * j + 3] @ phase
    F = shape @ state["lam"][2 * j:2 * j + 3] @ phase.conj()
    integral = (wz * h / 2) @ (E * F) @ (wx * width / 2)
    overlap_error = max(overlap_error, abs(k0**2 / PERIOD * integral - grad[j]) / scale)
assert overlap_error < 1e-9

# ---------------- adjoint field = measured orders sent back ----------------
send_back = 1j * state["weight"] * state["r"].conj() / beta[NMAX]
reverse = forward(guess, stack, -ANGLE, incident=send_back[::-1])[1][:, ::-1]
reverse_error = np.abs(reverse - state["lam"]).max() / np.abs(state["lam"]).max()
assert reverse_error < 1e-9
# planar film, specular datum: adjoint field is a multiple of the forward field
_, _, flat = adjoint_gradient(eps_film, film, ANGLE, np.zeros(len(data)))
factor = 1j * flat["weight"][NMAX] * flat["r"][NMAX].conj() / beta[NMAX]
flat_error = (np.abs(flat["lam"][:, NMAX] - factor * flat["u"][:, NMAX]).max()
              / np.abs(flat["lam"]).max())
assert flat_error < 1e-9

# ---------------- three illuminations: one pair of solves each ----------------
angles = (10.0, 20.0, 30.0)
sets = [modal(truth, stack, a, nmax=24)[0] for a in angles]
rng = np.random.default_rng(4)
direction = rng.normal(size=n_slices) + 1j * rng.normal(size=n_slices)
count.update(factorisations=0, solves=0)
grads = [adjoint_gradient(guess, stack, a, d)[1] for a, d in zip(angles, sets)]
cost_three = dict(count)
grad_three = sum(grads)
h = 1e-5
numeric = sum(misfit(guess + h * direction, stack, a, d)
              - misfit(guess - h * direction, stack, a, d)
              for a, d in zip(angles, sets)) / (2 * h)
three_error = (abs(numeric - (grad_three * direction).sum().real)
               / (np.linalg.norm(grad_three) * np.linalg.norm(direction)))
assert three_error < 1e-6 and cost_three["solves"] == 2 * len(angles)

# ---------------- convergence of the gradient ----------------
g_orders = adjoint_gradient(guess, stack, ANGLE, data, nmax=20)[1]
shift_orders = np.linalg.norm(g_orders - grad) / np.linalg.norm(grad)
fine = np.repeat(stack, 2, axis=0)
fine[:, 0] /= 2
g_fine = adjoint_gradient(np.repeat(guess, 2), fine, ANGLE, data)[1]
shift_mesh = np.linalg.norm(g_fine.reshape(-1, 2).sum(1) - grad) / np.linalg.norm(grad)
assert shift_orders < 0.05 and shift_mesh < 0.005

# ---------------- one descent step in the real parts ----------------
t = J0 / np.sum(grad.real**2)
for _ in range(30):
    moved = guess - t * grad.real
    J1 = misfit(moved, stack, ANGLE, data)
    if J1 < J0:
        break
    t /= 2
assert J1 < J0
rms = lambda e: np.sqrt(np.mean((e - truth).real**2))

# ---------------- size of neglected effects, in units of sigma ----------------
base = modal(guess, stack, ANGLE)[0]
in_sigma = lambda eff: np.abs(eff - base).max() / SIGMA


def widened(delta):
    new = stack.copy()
    new[:N_RESIST, 2] += delta
    return new


oxide_stack = np.vstack([stack, [1.5, 0.0, PERIOD]])
oxide_eps = np.r_[guess, 2.13]
effects = {
    "linewidth bias +2 nm": in_sigma(modal(guess, widened(2.0), ANGLE)[0]),
    "native oxide 1.5 nm": in_sigma(modal(oxide_eps, oxide_stack, ANGLE)[0]),
    "angular spread +-1 deg": in_sigma(sum(
        w / 2 * modal(guess, stack, ANGLE + x)[0] for x, w in zip(tz, wz))),
    "bandwidth +-1 nm": in_sigma(sum(
        w / 2 * modal(guess, stack, ANGLE, WAVELENGTH + x)[0] for x, w in zip(tz, wz))),
    "slow width roughness 2 nm rms": in_sigma(
        (modal(guess, widened(2.0), ANGLE)[0] + modal(guess, widened(-2.0), ANGLE)[0]) / 2),
    "0.1 % TM leakage, upper bound": 1e-3 * np.maximum(base, 1 - base).max() / SIGMA,
}
g_width = adjoint_gradient(guess, widened(2.0), ANGLE, data)[1]
g_oxide = adjoint_gradient(oxide_eps, oxide_stack, ANGLE, data)[1][:n_slices]
change = lambda g: np.linalg.norm(g - grad) / np.linalg.norm(grad)

# ---------------- output ----------------
print(f"wavelength {WAVELENGTH:.0f} nm, angle {ANGLE:.0f} deg, pitch {PERIOD:.0f} nm")
print(f"slices: {N_RESIST} resist + {N_UNDER} underlayer, each {THICK:.0f} nm")
print(f"line width first/last slice {stack[0,2]:.0f} / {stack[N_RESIST-1,2]:.0f} nm")
print(f"line centre first/last slice {stack[0,1]:.1f} / {stack[N_RESIST-1,1]:.1f} nm")
print(f"guess eps: resist {guess[0]:.2f}, underlayer {guess[-1]:.2f}")
print(f"true eps: resist {truth[0].real:.3f} to {truth[N_RESIST-1].real:.3f},"
      f" underlayer {truth[-1]:.2f}")
print(f"substrate eps {EPS_SUBSTRATE:.1f}; sigma {SIGMA:.4f}; orders +-{NMAX}")
order_numbers = np.arange(-NMAX, NMAX + 1)[beta.real > 0]
for n, e, d in zip(order_numbers, state["eff"], data):
    print(f"order {n:+d}: R guess {e:.5f}, datum {d:.5f}")
print(f"misfit J at guess {J0:.3f}, at truth {J_truth:.5f}")
print("slice: dJ/dRe eps adjoint, difference; dJ/dIm eps adjoint, difference")
for j in (0, 6, 13, 19, 20, 27):
    print(f"{j+1:2d}: {adj[j,0]:.5f}, {fd[j,0]:.5f}; {adj[j,1]:.5f}, {fd[j,1]:.5f}")
print(f"largest error of all {adj.size} derivatives / largest: {fd_error:.1e}")
print(f"same, modal-solver differences (6 slices): {modal_fd_error:.1e}")
print(f"slope for common rise of all Re eps: {slope:.4f}")
for h, e in zip(steps, sweep):
    print(f"step {h:.0e}: relative difference error {e:.1e}")
print(f"adjoint: {cost_adjoint['factorisations']} factorisation,"
      f" {cost_adjoint['solves']} solves, {time_adjoint:.3f} s")
print(f"differences: {cost_fd['factorisations']} factorisations, {time_fd:.2f} s")
print(f"three angles: {cost_three['solves']} solves, directional error {three_error:.1e}")
print(f"Airy amplitude error {airy_error:.1e}, modal efficiency error {modal_error:.1e}")
print(f"overlap-integral error {overlap_error:.1e}, sent-back field {reverse_error:.1e}")
print(f"planar film, adjoint/forward proportionality error {flat_error:.1e}")
print(f"gradient shift, orders {NMAX} to 20: {100*shift_orders:.3f} %")
print(f"gradient shift, vertical mesh halved: {100*shift_mesh:.4f} %")
print(f"descent step: J {J0:.3f} to {J1:.3f}")
print(f"rms error of Re eps: {rms(guess):.4f} to {rms(moved):.4f}")
for name, value in effects.items():
    print(f"neglected, {name}: {value:.3f} sigma")
print(f"gradient change: width bias {100*change(g_width):.1f} %,"
      f" oxide {100*change(g_oxide):.1f} %")
print("all tests passed")
```

Printed output:

```
wavelength 532 nm, angle 20 deg, pitch 1000 nm
slices: 20 resist + 8 underlayer, each 10 nm
line width first/last slice 481 / 519 nm
line centre first/last slice -9.5 / 9.5 nm
guess eps: resist 2.45+0.00j, underlayer 2.90+0.05j
true eps: resist 2.405 to 2.595, underlayer 3.10+0.10j
substrate eps 17.2+0.4j; sigma 0.0010; orders +-12
order -2: R guess 0.01073, datum 0.00849
order -1: R guess 0.02323, datum 0.02140
order +0: R guess 0.01347, datum 0.01677
order +1: R guess 0.00938, datum 0.00760
misfit J at guess 11.204, at truth 0.00005
slice: dJ/dRe eps adjoint, difference; dJ/dIm eps adjoint, difference
 1: -2.87506, -2.87506; 8.56271, 8.56271
 7: 11.28816, 11.28816; -0.12459, -0.12460
14: -1.14633, -1.14633; -3.95037, -3.95037
20: -0.52607, -0.52607; 3.87818, 3.87818
21: -16.03625, -16.03625; -27.39820, -27.39820
28: -0.08667, -0.08667; 5.31495, 5.31495
largest error of all 56 derivatives / largest: 1.3e-07
same, modal-solver differences (6 slices): 1.1e-04
slope for common rise of all Re eps: -43.3608
step 1e-01: relative difference error 1.2e+00
step 1e-02: relative difference error 1.2e-02
step 1e-03: relative difference error 1.2e-04
step 1e-04: relative difference error 1.2e-06
step 1e-05: relative difference error 4.8e-08
step 1e-06: relative difference error 2.2e-07
step 1e-07: relative difference error 8.6e-07
step 1e-08: relative difference error 2.3e-06
adjoint: 1 factorisation, 2 solves, 0.033 s
differences: 112 factorisations, 3.64 s
three angles: 6 solves, directional error 1.7e-09
Airy amplitude error 3.5e-06, modal efficiency error 4.0e-07
overlap-integral error 7.8e-15, sent-back field 5.1e-14
planar film, adjoint/forward proportionality error 1.5e-15
gradient shift, orders 12 to 20: 0.145 %
gradient shift, vertical mesh halved: 0.0314 %
descent step: J 11.204 to 3.795
rms error of Re eps: 0.1249 to 0.1029
neglected, linewidth bias +2 nm: 0.151 sigma
neglected, native oxide 1.5 nm: 2.452 sigma
neglected, angular spread +-1 deg: 0.033 sigma
neglected, bandwidth +-1 nm: 0.004 sigma
neglected, slow width roughness 2 nm rms: 0.003 sigma
neglected, 0.1 % TM leakage, upper bound: 0.991 sigma
gradient change: width bias 4.7 %, oxide 223.6 %
all tests passed
```
